# Electrode screening, depolarising field and critical thickness of a ferroelectric film: a program that tests the result

```python
# Ferroelectric film (thickness d) between short-circuited Thomas-Fermi metals.
# Result under test, with lam = LTF/EPS_E and FOUR_PI = e^2/eps0:
#   depolarising field   E = -N P,  N = 2 FOUR_PI lam / (d + 2 lam EPS_B)
#   shifted Curie point  Tc(d) = T0 - 2 lam C / (d + 2 lam EPS_B)
#   critical thickness   d_c = 2 lam (C/(T0 - T) - EPS_B)
# and the stability of the monodomain state against domains just above d_c.
# P: switching polarisation; a = FOUR_PI (T - T0)/C and b: Landau coefficients;
# g: gradient coefficient; k: in-plane wavevector of a modulation of P.
# Units: eV, angstrom, elementary charge; temperatures are k_B T in eV.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solveh_banded, eigh
from scipy.optimize import brentq, minimize_scalar

FOUR_PI = sc.e / sc.epsilon_0 * 1e10        # e^2/eps0 in eV angstrom
KB = sc.k / sc.e                            # eV per kelvin
T0, T, C = 0.060, 0.025, 10.0
EPS_B, EPS_X, EPS_E, LTF = 10.0, 50.0, 4.0, 0.6
B, G, D_FILM, E_FERMI = 1600.0, 10.0, 200.0, 5.0
lam = LTF / EPS_E


def landau_a(temp):
    return FOUR_PI * (temp - T0) / C


def depol(d):
    return 2 * FOUR_PI * lam / (d + 2 * lam * EPS_B)


def depol_k(d, k):
    q = np.sqrt(k**2 + LTF**-2)
    kappa = k * np.sqrt(EPS_X / EPS_B)
    return 2 * FOUR_PI / d / (EPS_E * q + EPS_B * kappa / np.tanh(kappa * d / 2))


def electrostatic_matrix(d, k=0.0, n_film=120, n_el=400):
    """Finite elements for film plus explicit electrodes, potential zero at
    both far ends. Energy per area of layer polarisations p is p.M.p/2."""
    h_el = np.full(n_el, 16 * LTF / n_el)
    h = np.concatenate([h_el, np.full(n_film, d / n_film), h_el])
    film = np.zeros(h.size, bool)
    film[n_el:n_el + n_film] = True
    stiff = np.where(film, EPS_B, EPS_E) / FOUR_PI / h
    mass = np.where(film, EPS_X * k**2, EPS_E * (k**2 + LTF**-2)) / FOUR_PI
    diag = np.zeros(h.size + 1)
    diag[:-1] += stiff + mass * h / 3
    diag[1:] += stiff + mass * h / 3
    off = -stiff + mass * h / 6
    banded = np.zeros((2, h.size - 1))
    banded[0, 1:] = off[1:-1]
    banded[1] = diag[1:-1]
    source = np.zeros((h.size - 1, n_film))
    layer = np.arange(n_film)
    source[n_el + layer - 1, layer] = -1.0
    source[n_el + layer, layer] = 1.0
    return source.T @ solveh_banded(banded, source)


# Depolarising field in every layer, from very thin to thick films
for d in (1e-3, 20.0, D_FILM):
    matrix = electrostatic_matrix(d)
    field = -matrix.sum(axis=1) / (d / len(matrix))     # for P = 1
    assert np.allclose(field, -depol(d), rtol=1e-3)
assert abs(depol(1e-3) * EPS_B / FOUR_PI - 1) < 1e-3     # open-circuit limit

# Variations of P along z with zero mean cost FOUR_PI/EPS_B, the mean costs N
modes = eigh(matrix / (D_FILM / len(matrix)), eigvals_only=True)
assert abs(modes[0] / depol(D_FILM) - 1) < 1e-3
assert np.allclose(modes[1:], FOUR_PI / EPS_B, rtol=1e-6)


# Minimisation of the total energy with the numerical electrostatics
def minimum_polarisation(d, temp):
    m_sum = electrostatic_matrix(d).sum()
    a = landau_a(temp)

    def energy(p):
        return d * (a * p**2 / 2 + B * p**4 / 4) + m_sum * p**2 / 2
    return minimize_scalar(energy, bounds=(0, 0.05), method="bounded",
                           options={"xatol": 1e-10}).x


a_T = landau_a(T)
N_film = depol(D_FILM)
P_bulk = np.sqrt(-a_T / B)
P_film = np.sqrt(-(a_T + N_film) / B)
assert abs(minimum_polarisation(D_FILM, T) / P_film - 1) < 1e-3

# Curie point: extrapolate the computed P^2(T) to zero
Tc = T0 - 2 * lam * C / (D_FILM + 2 * lam * EPS_B)
t1, t2 = 0.020, 0.035
s1, s2 = (minimum_polarisation(D_FILM, t)**2 for t in (t1, t2))
Tc_numeric = t1 + s1 * (t2 - t1) / (s1 - s2)
assert abs((T0 - Tc_numeric) / (T0 - Tc) - 1) < 2e-3

# Critical thickness: the energy curvature at P = 0 changes sign
d_c = 2 * lam * (C / (T0 - T) - EPS_B)
d_c_numeric = brentq(
    lambda d: a_T + electrostatic_matrix(d).sum() / d, 30, 200)
assert abs(d_c_numeric / d_c - 1) < 1e-3
assert minimum_polarisation(0.97 * d_c, T) < 1e-5
assert minimum_polarisation(1.03 * d_c, T) > 1e-3
d_c_zero = 2 * lam * (C / T0 - EPS_B)
assert minimum_polarisation(0.97 * d_c_zero, 0.0) < 1e-5
assert minimum_polarisation(1.03 * d_c_zero, 0.0) > 1e-3

# Field energy and electrode kinetic energy add up to d N P^2 / 2
E_film = -N_film * P_film
D_disp = P_film + EPS_B * E_film / FOUR_PI
drop = FOUR_PI * lam * D_disp
rho_F = EPS_E / (FOUR_PI * LTF**2)


def electrode_density(z):
    phi = drop * np.exp(-z / LTF)
    return EPS_E * (phi / LTF)**2 / (2 * FOUR_PI) + rho_F * phi**2 / 2


W_film = D_FILM * EPS_B * E_film**2 / (2 * FOUR_PI)
W_metal = 2 * quad(electrode_density, 0, 40 * LTF)[0]
W_total = D_FILM * N_film * P_film**2 / 2
assert abs((W_film + W_metal) / W_total - 1) < 1e-7


# Nonlinear Thomas-Fermi electrodes (free-electron density of states)
def nonlinear_drop(disp, sign):
    n0 = 2 * rho_F * E_FERMI / 3

    def balance(x):
        work = n0 * E_FERMI * (0.4 * ((1 + x)**2.5 - 1) - x)
        return work - FOUR_PI * disp**2 / (2 * EPS_E)
    lo, hi = (1e-9, 0.9) if sign > 0 else (-0.9, -1e-9)
    return abs(brentq(balance, lo, hi, xtol=1e-15)) * E_FERMI


def sum_error(disp):
    both = nonlinear_drop(disp, 1) + nonlinear_drop(disp, -1)
    return both / (2 * FOUR_PI * lam * disp) - 1


err_plus = nonlinear_drop(D_disp, 1) / drop - 1
err_minus = nonlinear_drop(D_disp, -1) / drop - 1
err_sum = sum_error(D_disp)
assert err_plus * err_minus < 0 and abs(err_sum) < 0.1 * abs(err_plus)
assert abs(err_sum / sum_error(D_disp / 2) - 4) < 0.1   # quadratic in D

# Depolarising coefficient of a modulated polarisation
for k in (0.01, 0.05, 0.1, 0.2):
    numeric = electrostatic_matrix(d_c, k).sum() / d_c
    assert abs(numeric / depol_k(d_c, k) - 1) < 4e-3    # mesh error (k h)^2


# Full second variation, with free dependence of the modulation on z
def stiffness(d, k, local, g=G, n_film=120):
    h = d / n_film
    lap = 2 * np.eye(n_film) - np.eye(n_film, k=1) - np.eye(n_film, k=-1)
    lap[0, 0] = lap[-1, -1] = 1.0
    form = electrostatic_matrix(d, k, n_film) / h + g * lap / h**2
    form += (local + g * k**2) * np.eye(n_film)
    return eigh(form, eigvals_only=True, subset_by_index=[0, 0])[0]


def softest(d, local):
    found = minimize_scalar(lambda k: stiffness(d, k, local),
                            bounds=(0.005, 0.3), method="bounded",
                            options={"xatol": 1e-4})
    return found.x, found.fun


def local_mono(d):
    return a_T + 3 * B * max(0.0, -(a_T + depol(d)) / B)


def trial_min(d):
    ks = np.linspace(0.002, 0.3, 1500)
    return np.min(-2 * a_T - 3 * depol(d) + depol_k(d, ks) + G * ks**2)


d_suf = 2 * lam * (1.5 * C / (T0 - T) - EPS_B)
k_c, soft_c = softest(d_c, a_T)
assert soft_c < 0                           # domains win at d_c
scan = [stiffness(d_c, k, a_T) for k in np.linspace(0.01, 0.3, 30)]
assert soft_c <= min(scan) + 1e-5           # the minimum over k is global
d_trial = brentq(trial_min, d_c, d_suf)
d_stab = brentq(lambda d: softest(d, local_mono(d))[1], d_c, d_suf, xtol=1e-3)
d_dom = brentq(lambda d: softest(d, a_T)[1], 0.3 * d_c, d_c, xtol=1e-3)
assert d_dom < d_c < d_trial <= d_stab < d_suf
k_s = softest(d_stab, local_mono(d_stab))[0]
fine = stiffness(d_stab, k_s, local_mono(d_stab), n_film=240)
assert abs(fine) < 5e-3 * abs(a_T)          # mesh convergence
soft_film = min(stiffness(D_FILM, k, local_mono(D_FILM))
                for k in np.linspace(0, 0.3, 31))
assert soft_film > 0
# A large gradient energy removes the domain instability at d_c
g_large = 400.0
assert min(stiffness(d_c, k, a_T, g=g_large)
           for k in np.linspace(0.01, 0.3, 15)) > 0

print("INPUTS (round model parameters)")
print(f"bulk Curie point k_B T0            {T0:.3f} eV")
print(f"working temperature k_B T          {T:.3f} eV")
print(f"Curie constant k_B C               {C:.1f} eV")
print(f"eps_b, eps_x, eps_e                {EPS_B:.0f}, {EPS_X:.0f}, {EPS_E:.0f}")
print(f"Thomas-Fermi length                {LTF:.2f} A")
print(f"quartic coefficient b              {B:.0f} eV A^5/e^4")
print(f"gradient coefficient g             {G:.0f} eV A^3/e^2")
print(f"film thickness d                   {D_FILM:.0f} A")
print(f"Fermi energy (nonlinear check)     {E_FERMI:.1f} eV")
print("ELECTROSTATICS AND POLARISATION")
print(f"4 pi in these units, e^2/eps0      {FOUR_PI:.3f} eV A")
print(f"effective screening length lambda  {lam:.3f} A")
print(f"density of states rho_F            {rho_F:.4f} 1/(eV A^3)")
print(f"Landau coefficient a(T)            {a_T:.4f} eV A/e^2")
print(f"depolarising coefficient N(d)      {N_film:.4f} eV A/e^2")
print(f"open-circuit limit 4 pi/eps_b      {FOUR_PI / EPS_B:.3f} eV A/e^2")
print(f"bulk polarisation                  {P_bulk:.5f} e/A^2")
print(f"film polarisation                  {P_film:.5f} e/A^2")
print(f"depolarising field E               {E_film:.6f} V/A")
print(f"displacement D                     {D_disp:.5f} e/A^2")
print(f"potential drop per electrode       {drop:.4f} V")
print(f"potential across film, E d         {E_film * D_FILM:.4f} V")
print(f"film field energy per area         {W_film:.3e} eV/A^2")
print(f"energy of both electrodes          {W_metal:.3e} eV/A^2")
print(f"total, d N P^2/2                   {W_total:.3e} eV/A^2")
print(f"nonlinear change, accumulation     {100 * err_plus:.3f} %")
print(f"nonlinear change, depletion        {100 * err_minus:.3f} %")
print(f"nonlinear change, sum of drops     {100 * err_sum:.4f} %")
print("CURIE POINT AND CRITICAL THICKNESS")
print(f"film Curie point, formula          {Tc:.5f} eV = {Tc / KB:.0f} K")
print(f"film Curie point, minimisation     {Tc_numeric:.5f} eV")
print(f"shift of Curie point               {Tc - T0:.5f} eV")
print(f"limit C/eps_b on T0-T              {C / EPS_B:.2f} eV")
print(f"critical thickness d_c, formula    {d_c:.2f} A = {d_c / 10:.2f} nm")
print(f"critical thickness, numerical      {d_c_numeric:.2f} A")
print(f"critical thickness at T = 0        {d_c_zero:.2f} A")
print("DOMAINS")
print(f"softest k at d_c                   {k_c:.3f} 1/A")
print(f"lowest stiffness at d_c            {soft_c:.4f} eV A/e^2")
print(f"nonpolar film unstable above       {d_dom:.1f} A")
print(f"monodomain limit, z-uniform trial  {d_trial:.1f} A")
print(f"monodomain limit, full             {d_stab:.1f} A")
print(f"softest k at the full limit        {k_s:.3f} 1/A")
print(f"sufficient thickness d_suf         {d_suf:.1f} A")
print(f"lowest stiffness of the film at d  {soft_film:.4f} eV A/e^2")
print(f"g that removes domains at d_c      {g_large:.0f} eV A^3/e^2 (tested)")
print("ALL CHECKS PASSED")
```

It prints:

```
INPUTS (round model parameters)
bulk Curie point k_B T0            0.060 eV
working temperature k_B T          0.025 eV
Curie constant k_B C               10.0 eV
eps_b, eps_x, eps_e                10, 50, 4
Thomas-Fermi length                0.60 A
quartic coefficient b              1600 eV A^5/e^4
gradient coefficient g             10 eV A^3/e^2
film thickness d                   200 A
Fermi energy (nonlinear check)     5.0 eV
ELECTROSTATICS AND POLARISATION
4 pi in these units, e^2/eps0      180.951 eV A
effective screening length lambda  0.150 A
density of states rho_F            0.0614 1/(eV A^3)
Landau coefficient a(T)            -0.6333 eV A/e^2
depolarising coefficient N(d)      0.2674 eV A/e^2
open-circuit limit 4 pi/eps_b      18.095 eV A/e^2
bulk polarisation                  0.01990 e/A^2
film polarisation                  0.01512 e/A^2
depolarising field E               -0.004044 V/A
displacement D                     0.01490 e/A^2
potential drop per electrode       0.4044 V
potential across film, E d         -0.8088 V
film field energy per area         9.038e-05 eV/A^2
energy of both electrodes          6.025e-03 eV/A^2
total, d N P^2/2                   6.116e-03 eV/A^2
nonlinear change, accumulation     -0.656 %
nonlinear change, depletion        0.693 %
nonlinear change, sum of drops     0.0182 %
CURIE POINT AND CRITICAL THICKNESS
film Curie point, formula          0.04522 eV = 525 K
film Curie point, minimisation     0.04522 eV
shift of Curie point               -0.01478 eV
limit C/eps_b on T0-T              1.00 eV
critical thickness d_c, formula    82.71 A = 8.27 nm
critical thickness, numerical      82.71 A
critical thickness at T = 0        47.00 A
DOMAINS
softest k at d_c                   0.123 1/A
lowest stiffness at d_c            -0.2426 eV A/e^2
nonpolar film unstable above       51.2 A
monodomain limit, z-uniform trial  86.2 A
monodomain limit, full             99.3 A
softest k at the full limit        0.112 1/A
sufficient thickness d_suf         125.6 A
lowest stiffness of the film at d  0.6253 eV A/e^2
g that removes domains at d_c      400 eV A^3/e^2 (tested)
ALL CHECKS PASSED
```
